# Gerischer Impedance of Vacancy Diffusion with Relaxation to Fixed Equilibrium

## 1. Result

A mixed-conducting oxide fills $x>0$. Doubly charged oxygen vacancies enter through the face $x=0$, diffuse with chemical diffusivity $D$, and relax at rate $k$ towards a density $c_0$ fixed by a reservoir. The small-signal impedance, multiplied by the area of the face, is the Gerischer impedance

$$
Z(\omega)=\frac{R}{\sqrt{1+i\omega/k}},\qquad
R=\frac{k_BT\,\Gamma}{4e^2c_0\sqrt{Dk}} .
$$

Here $\Gamma$ is the thermodynamic factor derived in section 2. The time factor is $e^{+i\omega t}$; with $e^{-i\omega t}$, take the complex conjugate. The square root is the one with positive real part.

As $\omega\to0$, $Z\to R$, which is finite. Without relaxation the same system gives the Warburg impedance

$$
Z_W(\omega)=\frac{k_BT\,\Gamma}{4e^2c_0\sqrt{D}}\,\frac{1}{\sqrt{i\omega}}
=\frac{R}{\sqrt{i\omega/k}},
$$

which diverges. The last form is convenient for comparison; the product $R\sqrt k$ does not depend on $k$.

The difference is that relaxation removes vacancies as fast as a steady current supplies them, mostly within a depth of order $L=\sqrt{D/k}$. Without it, injected vacancies accumulate for ever.

Centimetre-based units are used, with $e$ written explicitly.

## 2. From vacancy density to voltage

The face $x=0$ touches a solid electrolyte that passes oxide ions but no electrons. A metal contact supplies electrons to the film. Let $c$ be the vacancy density, $u=c-c_0$ its small excess, and $\phi$ the electrostatic potential. The electrochemical potentials of vacancies and electrons are

$$
\eta_V=\mu_V+2e\phi,\qquad \eta_e=\mu_e-e\phi .
$$

In the neutral combination the electrostatic potential cancels:

$$
\mu\equiv\eta_V+2\eta_e=\mu_V+2\mu_e .
$$

**Thermodynamic factor.** For dilute, randomly placed vacancies, $\mu_V=\mu_V^0+k_BT\ln c$, so $d\mu_V/dc=k_BT/c_0$ at equilibrium. Local neutrality requires two extra electrons per extra vacancy. In a degenerate conductor with density of states $g$ per energy and volume at the Fermi level, this raises $\mu_e$ by $2u/g$. Hence

$$
\frac{d\mu}{dc}=\frac{k_BT}{c_0}+2\cdot\frac{2}{g}
=\frac{k_BT}{c_0}\,\Gamma,\qquad
\Gamma=1+\frac{4c_0}{g\,k_BT}.
$$

One factor of two counts the electrons added per vacancy, the other their weight in $\mu$.

**Voltage.** Let the counter electrode on the electrolyte be held at a fixed oxygen potential, and neglect losses there and in the electrolyte. Then $\eta_V$ is the same at the counter electrode and at $x=0$, and the counter electrode's own sum $\eta_V+2\eta_e^{\rm ref}$ is fixed. Therefore $\delta\eta_e^{\rm ref}=-\delta\eta_V(0)/2$. A metal's voltage is $-\eta_e/e$, so the counter electrode stands above the film's contact by

$$
V=\frac{\delta\eta_V(0)}{2e}+\frac{\delta\eta_e}{e}
=\frac{\delta\mu(0)}{2e}
=\frac{k_BT\,\Gamma}{2e\,c_0}\,u(0).
$$

## 3. Transport and relaxation

**Flux.** The vacancy flux is driven by the gradient of $\eta_V$:

$$
J=-\frac{D_Vc_0}{k_BT}\frac{\partial\eta_V}{\partial x},
$$

where $D_V$ is the vacancy diffusivity. If the electronic conductivity far exceeds the ionic one, $\eta_e$ is nearly uniform, and $\partial\eta_V/\partial x=\partial\mu/\partial x$. Then

$$
J=-\frac{D_Vc_0}{k_BT}\,\frac{k_BT\,\Gamma}{c_0}\frac{\partial u}{\partial x}
=-D\frac{\partial u}{\partial x},\qquad D=\Gamma D_V .
$$

Migration in the internal field has not been dropped; it is contained in $\Gamma$. An implementation that takes a measured chemical diffusivity for $D$ must not multiply it by $\Gamma$ again. In terms of $D_V$,

$$
R=\frac{k_BT}{4e^2c_0}\sqrt{\frac{\Gamma}{D_Vk}} .
$$

**Relaxation.** Consider a film of thickness $h$ lying along $x$, with an inert substrate below and oxygen gas above. At the top face, oxygen from the gas fills vacancies: half an oxygen molecule, one vacancy and two electrons form one lattice oxide ion. No net charge crosses that face. To first order, the vacancy loss per unit top area is $k_{\rm ex}u$. If $u$ is uniform across the thickness, the balance for a slice is

$$
h\frac{\partial u}{\partial t}=-h\frac{\partial J}{\partial x}-k_{\rm ex}u .
$$

Dividing by $h$ and inserting $J$ gives

$$
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2}-ku,
\qquad k=\frac{k_{\rm ex}}{h}.
$$

The uniformity condition can be made quantitative. With $z$ measured from the substrate, the slowest transverse mode is $\cos(pz)$, and matching $-D\,\partial u/\partial z=k_{\rm ex}u$ at $z=h$ gives

$$
ph\tan(ph)=\beta,\qquad \beta=\frac{k_{\rm ex}h}{D}.
$$

For small $\beta$, $\tan y\approx y+y^3/3$ gives $(ph)^2\approx\beta(1-\beta/3)$. The true loss rate $Dp^2$ is thus $k(1-\beta/3)$ to this order, and the slice balance holds for $\beta\ll1$.

## 4. Solving for the impedance

With $u(x,t)=u(x)e^{i\omega t}$, the equation becomes

$$
\frac{d^2u}{dx^2}=q^2u,\qquad q=\sqrt{\frac{k+i\omega}{D}},\qquad \operatorname{Re}q>0 .
$$

The general solution is a sum of $e^{-qx}$ and $e^{+qx}$. The second grows without bound in the semi-infinite film and is discarded, so $u(x)=u(0)e^{-qx}$. The flux at the face is

$$
J(0)=-D\,u'(0)=Dq\,u(0)=\sqrt{D(k+i\omega)}\;u(0).
$$

Each vacancy carries $+2e$, so the current density into the film is $I=2eJ(0)$. Dividing $V$ by $I$,

$$
Z=\frac{k_BT\,\Gamma\,u(0)/(2ec_0)}{2e\sqrt{D(k+i\omega)}\,u(0)}
=\frac{k_BT\,\Gamma}{4e^2c_0\sqrt{D(k+i\omega)}} .
$$

Taking $\sqrt k$ out of the root gives the result of section 1.

For real arithmetic, set $s=\omega/k$ and $\varphi=\arctan s$. Since $1+is=\sqrt{1+s^2}\,e^{i\varphi}$,

$$
\operatorname{Re}Z=\frac{R\cos(\varphi/2)}{(1+s^2)^{1/4}},\qquad
-\operatorname{Im}Z=\frac{R\sin(\varphi/2)}{(1+s^2)^{1/4}} .
$$

A fit of this form yields two numbers, $R$ and $k$. They fix the combination $\Gamma/(c_0\sqrt D)$ at known temperature, but not $D$ and $c_0$ separately.

## 5. Why the zero-frequency limit is finite

**Steady state.** At $\omega=0$ the profile is $u(0)e^{-x/L}$. Integrating $0=Du''-ku$ over the film gives

$$
J(0)=k\int_0^\infty u\,dx=kL\,u(0)=\sqrt{Dk}\;u(0).
$$

Supply equals loss at a finite surface density, hence at a finite voltage. The fraction of vacancies lost within depth $L$ is $1-e^{-1}\approx0.632$.

Vacancies entering the film correspond to oxide ions leaving it for the electrolyte, while gas refills the film. The direct current is therefore a steady passage of oxygen from gas to electrolyte, with electrons flowing through the metal contact.

For $k=0$ a steady state would need $u''=0$ with slope $-J/D$ at the face. No such straight line remains bounded on the half-space, so a steady state with nonzero flux does not exist.

**Time picture.** Let a unit pulse of vacancies per area enter at $t=0$. Without relaxation, the half-space solution at the face is $1/\sqrt{\pi Dt}$, twice the value for spreading in both directions. With relaxation, write $u=e^{-kt}v$. Then

$$
\frac{\partial u}{\partial t}=-ku+e^{-kt}\frac{\partial v}{\partial t},
$$

so $v$ obeys plain diffusion, and the surface response is

$$
G(t)=\frac{e^{-kt}}{\sqrt{\pi Dt}} .
$$

The response to a constant flux is $J$ times the time integral of $G$. Substituting $t'=y^2$,

$$
\frac{u(0,t)}{J}=\frac{2}{\sqrt{\pi D}}\int_0^{\sqrt t}e^{-ky^2}dy
=\frac{\operatorname{erf}\sqrt{kt}}{\sqrt{Dk}} .
$$

This saturates at $1/\sqrt{Dk}$. For $k\to0$, $\operatorname{erf}z\approx2z/\sqrt\pi$ turns it into $2\sqrt{t/(\pi D)}$, which grows without limit. The slow tail $t^{-1/2}$ of the pulse response is not integrable; the factor $e^{-kt}$ cuts it off.

A finite-volume integration of the diffusion equation, with density in units of $J/\sqrt{Dk}$, gave 0.843 at $kt=1$ and 0.995 at $kt=4$. With the loss switched off and $D$, $J$ and times unchanged, it gave 1.128 and 2.257. These values agree with the two formulas within 0.2%.

## 6. Shape of the spectrum

**Low frequency, $\omega\ll k$.** Expanding the inverse square root,

$$
Z\approx R\left(1-\frac{i\omega}{2k}-\frac{3\omega^2}{8k^2}\right).
$$

The reactance falls linearly and the real part departs quadratically from $R$, so the Nyquist curve meets the real axis vertically.

**High frequency, $\omega\gg k$.** Here

$$
\frac{Z}{Z_W}=\left(1-\frac{ik}{\omega}\right)^{-1/2}\approx1+\frac{ik}{2\omega}.
$$

Vacancies have little time to relax within a period, and the curve follows the 45-degree Warburg line. A measurement confined to this range cannot determine whether the zero-frequency limit is finite.

**Maximum of the arc.** Because $1+s^2=1/\cos^2\varphi$, the negative of the reactance is $-\operatorname{Im}Z=R\sqrt{\cos\varphi}\,\sin(\varphi/2)$. Setting its logarithmic derivative to zero,

$$
-\tfrac12\tan\varphi+\tfrac12\cot(\varphi/2)=0
\;\Rightarrow\;\tan\varphi\,\tan(\varphi/2)=1 .
$$

With $w=\tan(\varphi/2)$ this reads $2w^2/(1-w^2)=1$, so $w^2=1/3$ and $\varphi=60^\circ$. Thus

$$
\omega_{\max}=\sqrt3\,k,\quad
-\operatorname{Im}Z=\frac{R}{2\sqrt2}\approx0.354R,\quad
\operatorname{Re}Z=\frac{\sqrt6}{4}R\approx0.612R .
$$

## 7. Other boundaries and other reservoirs

**Finite film, blocked far end.** If no vacancies pass $x=W$, the solution is $u\propto\cosh[q(W-x)]$. Then $J(0)=Dq\tanh(qW)\,u(0)$, and the impedance becomes

$$
Z_{\rm bl}=Z\coth(qW).
$$

For $k>0$ its zero-frequency value is $R\coth(W/L)$, still finite. For $k=0$, $\coth(qW)\approx1/(qW)$ at low frequency, and with $Dq^2=i\omega$

$$
Z_{\rm bl}\to\frac{k_BT\,\Gamma}{4e^2c_0W}\,\frac{1}{i\omega}.
$$

The film then charges like a capacitor. Shortening a blocked film does not remove the divergence; the loss does.

**Finite film, fixed far density.** With $k=0$ and $u(W)=0$, the far end itself is a drain. The solution $u\propto\sinh[q(W-x)]$ gives $Z\propto\tanh(qW)/q$, which tends to a constant proportional to $W$. A finite intercept alone is therefore no proof of relaxation in the film. The arcs differ: the numerical maximum of $-\operatorname{Im}Z$ is 0.417 of the zero-frequency value here, against 0.354 for the semi-infinite Gerischer form. The height alone does not identify the mechanism, since a relaxing film blocked at $W\approx0.83L$ also reaches 0.417 of its intercept.

**Traps that fill.** Suppose vacancies are captured at rate $k_t$ by immobile traps and released at rate $k_r$. Let capture include the two electrons, so that the trapped species is neutral and section 2 still applies to the mobile density. With trapped excess $n$,

$$
i\omega u=Du''-k_tu+k_rn,\qquad i\omega n=k_tu-k_rn .
$$

The second equation gives $n=k_tu/(i\omega+k_r)$. Inserting this in the first,

$$
Du''=\left[i\omega+k_t-\frac{k_rk_t}{i\omega+k_r}\right]u
=i\omega\left[1+\frac{k_t}{i\omega+k_r}\right]u .
$$

The whole factor multiplying $u$, $i\omega$ times the last bracket, replaces $k+i\omega$ and vanishes with $\omega$. For $\omega\gg k_r$ it is close to $i\omega+k_t$; if also $k_r\ll k_t$, the spectrum in this range resembles a Gerischer element. For $\omega\ll k_r$ it is $i\omega(1+k_t/k_r)$, a Warburg element with a larger storage capacity. The traps come to equilibrium with the mobile vacancies and stop acting as a drain.

Solving the two coupled fields numerically for $k_r=0.2k_t$ gave $|Z|/R=4.085$ at $\omega=0.01k_t$ and 12.91 at $0.001k_t$, where $R$ is evaluated with $k=k_t$. The ratio 3.16 is the $\sqrt{10}$ of a Warburg divergence. Reversible first-order capture is thus not sufficient for a finite limit. Setting $k_r=0$ in the equations does give one, but it describes traps that never fill. With a reservoir that holds the equilibrium density fixed, the vacancies are carried off instead of stored, and the limit is finite.

## 8. Worked example: a lateral oxide strip

The parameters are rough typical values in the regime of lanthanum strontium cobaltite at 673 K, laid out as a test strip for oxygen-ion memory. The film is 50 nm thick, 100 µm long and 100 µm wide. Its edge face touches the electrolyte and its top face is open to oxygen. The inputs are $c_0=3\times10^{20}$ cm$^{-3}$, $D_V=2\times10^{-8}$ cm$^2$/s and $k_{\rm ex}=10^{-6}$ cm/s. Two electronic states per eV in a cubic cell of edge 0.384 nm give $g=3.53\times10^{22}$ eV$^{-1}$cm$^{-3}$.

With $k_BT=0.0580$ eV,

$$
\Gamma=1+\frac{4(3\times10^{20})}{(3.53\times10^{22})(0.0580)}=1.586 .
$$

Numerical Fermi filling of a half-filled band, 2 eV wide with constant density of states, gives the same value. At fixed $D_V$, $c_0$ and $k$ the electronic term raises $R$ by $\sqrt{1.586}$, or 26%. This comparison holds $k$ fixed, but $k_{\rm ex}$ is a chemical coefficient like $D$. If the loss per top area is $r_0\,\delta\mu/k_BT$, with $r_0$ the equilibrium exchange flux, then $k_{\rm ex}=r_0\Gamma/c_0$, both $D$ and $k$ are proportional to $\Gamma$, and $R=k_BT/\big(4e^2\sqrt{c_0D_Vr_0/h}\big)$ does not depend on $\Gamma$. At fixed $r_0$ the electronic term shifts the arc in frequency and leaves $R$ unchanged. The remaining quantities follow:

$$
D=1.586\,(2\times10^{-8})=3.17\times10^{-8}\ \mathrm{cm^2/s},
$$
$$
k=\frac{10^{-6}}{50\times10^{-7}}=0.200\ \mathrm{s^{-1}},\qquad
L=\sqrt{\frac{3.17\times10^{-8}}{0.200}}\ \mathrm{cm}=3.98\ \mathrm{\mu m},
$$
$$
R=\frac{(0.0580\ \mathrm V)(1.586)}{4(1.602\times10^{-19}\ \mathrm C)(3\times10^{20}\ \mathrm{cm^{-3}})\sqrt{Dk}}
=6.01\ \mathrm{\Omega\,cm^2},
$$

where $\sqrt{Dk}=7.96\times10^{-5}$ cm/s. The edge area is $5\times10^{-8}$ cm$^2$, so the device resistance is $1.2\times10^8$ Ω, and 2 mV drives about 17 pA.

| $\omega/k$ | Re $Z$ | −Im $Z$ | $\lvert Z_W\rvert$ |
|---|---|---|---|
| 0.01 | 6.006 | 0.030 | 60.06 |
| 1 | 4.666 | 1.933 | 6.006 |
| 1.732 | 3.678 | 2.123 | 4.564 |
| 100 | 0.427 | 0.423 | 0.601 |

Impedances are in Ω cm$^2$. At $\omega=0.01k$ (0.32 mHz) the Warburg magnitude is ten times $R$ and still rising, while the Gerischer impedance has settled. At $100k$ (3.2 Hz) the magnitudes agree to the digits shown.

The assumption of a flat $\eta_e$ was tested by a finite-volume calculation with separate ionic and electronic paths, the latter at 1000 S/cm. At $\omega/k=0$, 0.1, 1, $\sqrt3$ and 10 it differed from the formula by at most $1.3\times10^{-4}$ of $|Z|$. This figure is mainly mesh error. The electronic path itself adds about $10^{-5}$ Ω cm$^2$, which is $2\times10^{-6}$ to $5\times10^{-6}$ of $|Z|$ over this range.

## 9. Neglected effects and real devices

For these numbers $\beta=1.6\times10^{-4}$, so thickness gradients change $k$ by about $5\times10^{-5}$ of its value. The strip is $25L$ long; the end correction, $2e^{-50}$ relative to $R$, is below rounding and prints as zero. With the metal contact at the far end of the strip, the electronic path adds about $10^{-5}$ Ω cm$^2$. Vacancies occupy 0.6% of oxygen sites, which supports the dilute limit. The screening length is about 0.1 nm for an assumed relative permittivity of 10, far below $L$, which supports neutrality. A double layer of 10 µF/cm$^2$ has $\omega CR=2\times10^{-5}$ at the arc maximum. A steady 2 mV changes the surface density by 4% of $c_0$, which sets the scale of nonlinearity.

The electrolyte can be the largest correction, depending on the geometry. A layer 1 µm thick with conductivity $10^{-4}$ S/cm, a rough value for a zirconia-type material, adds 1 Ω cm$^2$, or 17% of $R$. This takes the current path to have the edge's cross-section throughout. If the current can spread from the 50 nm edge into a wider layer, the value drops to roughly 0.1 Ω cm$^2$, or 1 to 2% of $R$. It is a series resistance and shifts the whole arc to the right, so a fit needs a separate offset. Charge-transfer resistance at the edge was not estimated and would also add to the total.

A memory cell may instead be a vertical stack some tens of nanometres thick and sealed from gas. The semi-infinite assumption then fails. For a blocked thickness of 50 nm with $k$ and all other parameters held fixed, $\coth(W/L)\approx L/W\approx80$, and the zero-frequency resistance rises by that factor. If sealing also suppresses exchange and no other reservoir exists, $k\to0$ and the finite limit disappears. Even for an open film $k_{\rm ex}$ is uncertain, since it depends on the state of the surface; a tenfold decrease raises $R$ by $\sqrt{10}$ and the relaxation time tenfold.

The temperature also lies far above that of memory in use. Extrapolating to 358 K with rough activation energies of 0.8 eV for $D_V$ and 1.0 eV for $k_{\rm ex}$, and holding $c_0$ at its 673 K value, gives $1/k\approx1.9\times10^7$ s, or roughly seven months, with $L\approx21$ µm and $R\approx3\times10^6$ Ω cm$^2$. These are estimates of scale, because small errors in the activation energies are strongly amplified. In this model $1/k$ is also the time in which a small, uniform written excess of vacancies falls to $1/e$ of its initial value, provided the edge passes no current. If the edge is held at the equilibrium density, vacancies also leave there and the excess is lost sooner. The arc maximum would lie near $10^{-8}$ Hz, so in a sweep from 1 mHz to 0.1 Hz the film's own impedance would follow the Warburg line closely, and the finite limit would remain out of reach. At 1 Hz the diffusion depth $\sqrt{D/\omega}$ is about 2 nm, only some five lattice cells, so the continuum equation is already approximate. Above a few hertz the depth shrinks to about 1 nm or less, and the equation can no longer be relied on. The electrolyte's series resistance also rises on cooling. With a rough activation energy of 0.9 to 1.1 eV, the 1 Ω cm$^2$ becomes about $5\times10^5$ to $10^7$ Ω cm$^2$, against a film impedance of about $9\times10^3$ Ω cm$^2$ at 1 mHz, so with such an electrolyte even the Warburg line would be a small addition to a large offset.

The full set of values is in the numerical output below.

## Computed values

```
temperature 673 K, kT 0.05799 eV
vacancy density c0 3.0e+20 cm^-3
vacancy diffusivity D_V 2.0e-08 cm2/s
exchange coefficient 1.0e-06 cm/s
film thickness 50 nm
film length 100 um, width 100 um
cell edge 0.384 nm, 2 states/eV/cell
density of states g 3.532e+22 /(eV cm3)
Gamma formula 1.5858, band filling 1.5858
chemical diffusivity D 3.172e-08 cm2/s
relaxation rate k 0.200 /s, time 1/k 5.00 s
reaction length L 3.982 um
zero-frequency resistance R 6.006 ohm cm2
edge area 5.00e-08 cm2, device R 1.201e+08 ohm
current at 2 mV: 16.65 pA
omega/k, f (Hz), Re Z, -Im Z, |Z Warburg| (ohm cm2)
   0.010 3.183e-04 6.0059 0.0300 60.0609
   0.100 3.183e-03 5.9837 0.2984 18.9929
   1.000 3.183e-02 4.6661 1.9327 6.0061
   1.732 5.513e-02 3.6780 2.1235 4.5636
  10.000 3.183e-01 1.4047 1.2713 1.8993
 100.000 3.183e+00 0.4268 0.4226 0.6006
largest relative error, rails vs formula 1.3e-04
fraction of vacancies lost within L 0.6321
flux step: k t, surface density with and without loss
(finite volume, unit J/sqrt(D k), k of the lossy case)
  0.25 0.5206 0.5642
  1.00 0.8428 1.1284
  4.00 0.9954 2.2568
arc maximum: omega/k 1.7321
  Re Z/R 0.6124, -Im Z/R 0.3536
finite film, fixed far density: max -Im Z/R 0.4172
traps, release/capture rate 0.2: omega/capture, |Z|/R
   0.100 1.363
   0.010 4.085
   0.001 12.910
Neglected effects:
vacancy site fraction 0.0057
finite length: L ratio 25.1, error 0.0e+00
thickness: k_ex h/D 1.58e-04, rate error 5.3e-05
electron path (1000 S/cm) 1.0e-05 ohm cm2
screening length (permittivity 10) 0.125 nm
electrolyte (1 um, 1e-4 S/cm) 1.00 ohm cm2
double layer (10 uF/cm2): omega C R at peak 2.1e-05
density swing at 2 mV: 0.0435 of c0
use at 358 K, E_D 0.8 eV, E_k 1.0 eV:
  1/k 1.94e+07 s = 225 days
  Gamma 2.101, D 2.25e-13 cm2/s
  L 20.9 um, R 3.13e+06 ohm cm2
```
